# Why Untruncated Exchange Sums Diverge on a Uniform k Mesh, part 2

On a finite uniform k mesh, the bare exact-exchange energy per cell of a three-dimensional crystal, summed in real space without a cutoff, diverges to minus infinity. Here exchange is cut off sharply at \(|\mathbf r-\mathbf r'|<L\), to find how the energy \(E_x(L)\) depends on \(L\) and how a finite energy is recovered.

Atomic units are used (bohr, hartree); reciprocal vectors include the factor \(2\pi\). A mesh of \(N_k\) points, displaced by \(\mathbf k_0\) from one containing the zone centre, belongs to a Born-von Karman (BvK) supercell with lattice vectors \(\mathbf T\) and volume \(V=N_k\Omega\), where \(\Omega\) is the cell volume. The index \(i\) denotes a band and its mesh point \(\mathbf k_i\). The Bloch orbitals \(\psi_i\) are normalized over one cell and have occupations \(0\le f_i\le1\); \(\sigma\) labels spin. The density matrix of one spin is

\[
\gamma(\mathbf r,\mathbf r')=\frac1{N_k}\sum_i f_i\,\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]

It obeys

\[
\gamma(\mathbf r,\mathbf r'+\mathbf T)=e^{-i\mathbf k_0\cdot\mathbf T}\,\gamma(\mathbf r,\mathbf r'),
\]

so \(|\gamma|^2\), and with it the exchange hole around an electron, is copied in every supercell. The carried-over integral is

\[
\int_{\rm cell}d\mathbf r\int_Vd\mathbf r'\,|\gamma(\mathbf r,\mathbf r')|^2=M=\frac1{N_k}\sum_if_i^2 .
\]

The example crystal is simple cubic with edge \(a=6\) bohr and potential \(0.3\,[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]\) hartree. Two electrons per cell, one of each spin, fill the lowest band; the gap is 0.209 hartree. The orbitals are not self-consistent and use seven plane waves per axis. Its \(3\times3\times3\) mesh is shifted by a quarter of the mesh spacing along each axis. The weight of a cell \(\mathbf R\) is the integral of \(|\gamma(\mathbf r,\mathbf r'+\mathbf R)|^2\) over \(\mathbf r\) and \(\mathbf r'\) in one cell. On a dense \(40\times40\times40\) mesh, the weights of cells \((R,0,0)\) for \(R=0,1,2,3\) are 0.9099, 0.0144, 0.00015 and 0.0000035.

### One function of the separation

Write \(\mathbf r'=\mathbf r+\mathbf s\) and define, for each spin,

\[
F(\mathbf s)=\int_{\rm cell}d\mathbf r\,|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2,\qquad
E_x(L)=-\frac12\sum_\sigma\int_{s<L}d\mathbf s\,\frac{F_\sigma(\mathbf s)}{s}.
\]

\(F\) is periodic over the supercell, so it has a Fourier series \(F(\mathbf s)=\sum_{\mathbf q}F_{\mathbf q}e^{i\mathbf q\cdot\mathbf s}\), where \(\mathbf q\) runs over the reciprocal lattice of the supercell. The coefficient at \(\mathbf q=0\) is the average of \(F\), which the carried-over integral provides:

\[
F_0=\frac1V\int_Vd\mathbf s\,F(\mathbf s)=\frac MV .
\]

For the others, expand the product of two orbitals. It has the Bloch phase of \(\mathbf k_j-\mathbf k_i\), hence

\[
\psi_i^*(\mathbf r)\psi_j(\mathbf r)=\frac1\Omega\sum_{\mathbf q}\rho_{ij}(\mathbf q)e^{i\mathbf q\cdot\mathbf r},\qquad
\rho_{ij}(\mathbf q)=\int_{\rm cell}d\mathbf r\,\psi_i^*\psi_je^{-i\mathbf q\cdot\mathbf r},
\]

with \(\mathbf q=\mathbf k_j-\mathbf k_i+\mathbf G\) and \(\mathbf G\) a reciprocal vector of the crystal. In \(|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2\) the pair \(ij\) contributes \([\psi_i^*\psi_j]^*\) at \(\mathbf r\) times \(\psi_i^*\psi_j\) at \(\mathbf r+\mathbf s\). The integral over \(\mathbf r\) keeps equal wavevectors and gives a factor \(\Omega\), which cancels one of the two factors \(1/\Omega\):

\[
F_{\mathbf q}=\frac1{N_k^2\Omega}\sum_{ij}f_if_j|\rho_{ij}(\mathbf q)|^2\ \ge0 ,
\]

where only pairs whose \(\mathbf k_j-\mathbf k_i\) fits \(\mathbf q\) contribute. No coefficient is negative. Their sum is \(F(0)=\int_{\rm cell}\gamma(\mathbf r,\mathbf r)^2d\mathbf r\), which is finite for bounded orbitals. The series therefore converges absolutely and uniformly, and may be integrated term by term over the ball.

### The exact dependence on the cutoff

For \(q\ne0\) the angular average of \(e^{i\mathbf q\cdot\mathbf s}\) is \(\sin(qs)/(qs)\), so

\[
\int_{s<L}d\mathbf s\,\frac{e^{i\mathbf q\cdot\mathbf s}}s
=\int_0^L4\pi s^2\,\frac1s\,\frac{\sin qs}{qs}\,ds
=\frac{4\pi}q\int_0^L\sin qs\,ds=\frac{4\pi(1-\cos qL)}{q^2}.
\]

For \(q=0\) the integral is \(\int_0^L4\pi s\,ds=2\pi L^2\), which is also the limit of the formula as \(q\to0\). Together,

\[
E_x(L)=-\frac{\pi L^2}V\sum_\sigma M_\sigma-B(L),
\]

\[
B(L)=\frac12\sum_\sigma\sum_{\mathbf q\ne0}F_{\sigma\mathbf q}\,\frac{4\pi(1-\cos qL)}{q^2}.
\]

Because \(0\le1-\cos qL\le2\),

\[
0\le B(L)\le\frac12\sum_\sigma\sum_{\mathbf q\ne0}\frac{8\pi F_{\sigma\mathbf q}}{q^2}.
\]

The right-hand side is finite: the supercell has a smallest nonzero \(q\), and the \(F_{\mathbf q}\) have a finite sum. It does not depend on \(L\). All of the unbounded growth thus sits in the \(L^2\) term. Its coefficient knows only the supercell volume and the occupations. At integer occupation, a metal and an insulator with the same number of electrons per cell and the same supercell volume \(V\) have the same coefficient.

The \(L^2\) term is the \(q=0\) singularity of \(4\pi/q^2\), seen in real space. Simply deleting it removes the divergence but can leave a large error on a coarse mesh. What remains is \(-B(L)\), whose average over a long range of \(L\) is half the bound, since the cosines average to zero. For the crystal on its \(3\times3\times3\) mesh this is \(-0.708/2=-0.354\) hartree, while the converged energy found below is \(-0.509\) hartree. The deletion loses 30% of the converged value.

### The infinite crystal has a finite energy

Refine the mesh in all directions while \(L\) stays fixed. It is assumed that the sum over k points then tends to the integral over the Brillouin zone, so that \(F\) tends to a limit \(F_\infty\) at all separations within \(L\). A metal's jump in occupation does not prevent this when the Fermi surface has zero volume in k space.

Let \(L_{\rm in}=\tfrac12\min|\mathbf T|\), with the minimum over nonzero \(\mathbf T\). A ball of radius \(L\le L_{\rm in}\) contains no two interior points that differ by a supercell vector, so it takes at most the weight of one supercell:

\[
\int_{s<L}F(\mathbf s)\,d\mathbf s\le M\le N_\sigma ,
\]

where \(N_\sigma\) is the number of electrons of that spin per cell. As the mesh is refined, \(L_{\rm in}\) grows past any given \(L\), and the inequality is inherited by \(F_\infty\) for every \(L\). Beyond a distance \(L_0\) the factor \(1/s\) is less than \(1/L_0\), so the exchange energy from there on is at most

\[
\frac12\sum_\sigma\int_{s>L_0}\frac{F_{\sigma\infty}}s\,d\mathbf s\le\frac{N_e}{2L_0},\qquad N_e=\sum_\sigma N_\sigma ,
\]

in magnitude. Near \(s=0\) the integral is finite because \(F\le F(0)\) and \(1/s\) is integrable in three dimensions. The energy \(E_\infty\) of the infinite system is therefore finite, with or without a gap.

The order of limits decides the outcome. Mesh first and cutoff second gives \(E_\infty\). Cutoff first gives minus infinity.

### A cutoff tied to the mesh converges

Doing one limit after the other is impractical. It suffices to set \(L=L_{\rm in}\), which grows with the mesh. To see this, pick any fixed \(L_0<L_{\rm in}\) and split the error:

\[
E_x(L_{\rm in})-E_\infty=[E_x(L_{\rm in})-E_x(L_0)]+[E_x(L_0)-E_\infty(L_0)]+[E_\infty(L_0)-E_\infty].
\]

The first and third brackets are each at most \(N_e/(2L_0)\) in magnitude, by the argument just given. The second vanishes as the mesh is refined at fixed \(L_0\). The limiting error is thus at most \(N_e/L_0\), and since \(L_0\) can be chosen as large as desired, it is zero. This proves convergence but says little about its speed, for which the bound is far too cautious.

### The electron gas as a metal

For the uniform gas \(\gamma\) depends on \(s\) alone. With \(x=k_Fs\) and the Fermi wavevector \(k_F\),

\[
\gamma_\infty(s)=\frac1{(2\pi)^3}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf s}d\mathbf k
=\frac1{2\pi^2s}\int_0^{k_F}k\sin ks\,dk=\frac{\sin x-x\cos x}{2\pi^2s^3}=\frac{k_F^3}{2\pi^2}\frac{j_1(x)}x ,
\]

where \(j_1(x)=(\sin x-x\cos x)/x^2\). For two equal spins the factor \(\tfrac12\) in the energy cancels, and with \(F_\infty=\Omega\gamma_\infty^2\)

\[
E_\infty(L)=-4\pi\Omega\int_0^Ls\,\gamma_\infty^2\,ds=-\frac{\Omega k_F^4}{\pi^3}\int_0^{k_FL}\frac{j_1^2}x\,dx .
\]

With \(j_0=\sin x/x\), direct differentiation gives \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\). Hence

\[
\frac d{dx}(j_0^2+j_1^2)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}x=-\frac{4j_1^2}x .
\]

Since \(j_0(0)=1\) and \(j_1(0)=0\), the energy is

\[
E_\infty(L)=E_\infty\left[1-j_0^2(k_FL)-j_1^2(k_FL)\right],\qquad E_\infty=-\frac{\Omega k_F^4}{4\pi^3}.
\]

With one electron per spin and cell, \(\Omega=6\pi^2/k_F^3\), and \(E_\infty=-3k_F/(2\pi)\). At large \(k_FL\) the missing fraction \(j_0^2+j_1^2\) tends to \(1/(k_FL)^2\). The truncation error falls only as a power of \(L\), a consequence of the sharp Fermi surface.

Take \(r_s=4\) bohr. The cubic cell with two electrons has the edge 8.124 bohr, and \(k_F=0.4798\) per bohr. Then \(E_\infty=-3\times0.4798/(2\pi)=-0.2291\) hartree per cell, or \(-6.234\) eV. At \(L=12\) bohr, \(k_FL=5.757\) and the missing fraction is 0.0349, so \(E_\infty(12)=-0.2291\times0.9651=-0.2211\) hartree, as the numerical integral also gives.

### Fixed mesh, growing cutoff

On a \(4\times4\times4\) mesh the gas has 64 electrons of each spin in the supercell. The lowest shells of plane waves hold 57. The remaining 7 are spread over a shell of 24, each with occupation \(7/24\). So \(M=[57+24(7/24)^2]/64=0.9225\). The supercell edge is 32.50 bohr. Energies are in hartree per cell.

| \(L\) / edge | \(E_x(L)\) | \(L^2\) term |
|---|---|---|
| 0.5 | −0.223 | −0.045 |
| 1 | −0.316 | −0.178 |
| 2 | −0.819 | −0.714 |
| 4 | −2.941 | −2.854 |
| 8 | −11.517 | −11.416 |

At \(L\) equal to one edge, \(V=L^3\), and the quadratic term is \(-2\pi M/L=-2\pi\times0.9225/32.50=-0.178\) hartree. The energy there is already 38% too negative relative to \(E_\infty\). At eight edges it is about 50 times \(E_\infty\). In these five rows the difference of the two columns lies between 0.08 and 0.18 hartree. Between the rows \(B(L)\) oscillates more widely, reaching 0.23 hartree at 2.5 edges, but it does not grow with \(L\).

The formula was tested against direct integration of the density matrix in real space, for the gas on a \(2\times2\times2\) mesh and for the crystal on its \(3\times3\times3\) mesh. For the crystal at \(L=18\) bohr, one supercell edge, the two terms are \(-2\pi/18=-0.3491\) and \(-0.3255\) hartree. Their sum, \(-0.6746\) hartree, is the directly integrated value. The insulator diverges in the same way as the metal.

### Growing mesh, cutoff at half the edge

For \(n\times n\times n\) meshes of the gas, with errors relative to \(E_\infty\):

| \(n\) | \(E_x(12\ \text{bohr})\) | \(E_x(\text{half edge})\) | error of the latter |
|---|---|---|---|
| 4 | −0.21852 | −0.22328 | −2.5% |
| 8 | −0.22096 | −0.22877 | −0.14% |
| 16 | −0.22105 | −0.22909 | +0.002% |
| 32 | −0.22108 | −0.22909 | +0.004% |

A negative error means too little exchange. The middle columns show both routes: at fixed \(L\) the mesh converges to the truncated energy \(-0.2211\) hartree, and with \(L\) at half the edge it approaches \(E_\infty\).

From \(n=8\) on, the error in the last column is smaller in magnitude than truncation alone would give. At \(n=4\) it is larger: there \(k_FL=7.80\), and truncation alone loses about 1.6%. At \(n=16\) half the edge is 65.0 bohr and \(k_FL=31.2\), so cutting the infinite gas there would lose about 0.10% of the energy. The observed error is \(+0.002\%\). The finite mesh must therefore add about 0.10% within the ball, and the two errors nearly cancel. At \(n=32\) the loss would be 0.026%, and again it is more than compensated. The error at \(n=32\) is slightly larger than at \(n=16\), so these four values should not be used to read off a convergence rate.

For the crystal, on meshes shifted by a quarter of the spacing and with seven waves per axis, the half-edge energies at \(n=2,4,6,8\) are \(-0.50925\), \(-0.508711\), \(-0.5087065\) and \(-0.5087064\) hartree. The last refinement changes the energy by less than \(10^{-7}\) hartree; the step of one unit in the last digit shown is partly rounding. A basis of seventeen waves per axis lowers each value by about \(2\times10^{-7}\) hartree. Much of this speed is owed to the shift. The mesh density matrix is \(\sum_{\mathbf T}e^{i\mathbf k_0\cdot\mathbf T}\gamma_\infty(\mathbf r,\mathbf r'+\mathbf T)\), and \(\gamma_\infty\) is real here, so the interference between the home term and its nearest copies is proportional to \(\cos\mathbf k_0\cdot\mathbf T\), which vanishes at the quarter shift. On unshifted meshes the energies are \(-0.51832\), \(-0.50902\), \(-0.508717\) and \(-0.508707\) hartree, with a last step of \(10^{-5}\) hartree. That slower but still rapid convergence fits the fall of the dense-mesh cell weights, although three neighbours do not establish a decay law.

### When the interaction is screened

The divergence needs the long range of \(1/s\). If the interaction is \(\operatorname{erfc}(\omega s)/s\), as in range-separated hybrids with short-range exchange, the \(q=0\) integral over all space is

\[
4\pi\int_0^\infty s\operatorname{erfc}(\omega s)\,ds=\frac{4\pi}{\omega^2}\cdot\frac14=\frac\pi{\omega^2}.
\]

The value \(\tfrac14\) follows by parts: \(\int_0^\infty x\operatorname{erfc}x\,dx=\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=\tfrac14\). The sum now converges on every mesh, and the former \(L^2\) term becomes \(-\pi\sum_\sigma M_\sigma/(2\omega^2V)\). The density matrix is still periodic, however. Copies of the hole contribute whenever \(1/\omega\) is not small compared with the supercell, so a finite answer is not yet a converged one. As \(\omega\to0\) at fixed mesh, the divergence returns.

For bare exchange a safe working rule, sufficient by the proof above though not the only possible choice, is to keep \(L\) at or below half the shortest supercell vector, so that the ball never holds more than the weight of one supercell, and to judge convergence by refining the mesh with \(L\) following it. The proof is for a sharp cutoff on the electron separation \(|\mathbf r-\mathbf r'|\); a cutoff on cells or atomic centres must also allow for the extent of the basis functions, and on a coarse mesh the tails of the copies still leave an error of either sign inside the ball. The detailed values are in the numerical output.

## Numbers as computed

```
Crystal: edge 6.0 bohr, amplitude 0.30 hartree, gap 0.2091 hartree
Crystal 3x3x3 mesh: phase over one BvK edge 0.000 -1.000i
Weight of cell (0,0,0): 3x3x3 mesh 0.909940, 40x40x40 mesh 9.099e-01
Weight of cell (1,0,0): 3x3x3 mesh 0.014540, 40x40x40 mesh 1.438e-02
Weight of cell (2,0,0): 3x3x3 mesh 0.014540, 40x40x40 mesh 1.529e-04
Weight of cell (3,0,0): 3x3x3 mesh 0.909940, 40x40x40 mesh 3.519e-06
Crystal 3x3x3: BvK edge 18.0000 bohr, M = 1.000000, bound on B(L) 0.70834 hartree
  L = 9.000 bohr: direct E -0.508629, formula -0.508629, B(L) 0.421362 hartree
  L = 18.000 bohr: direct E -0.674599, formula -0.674599, B(L) 0.325533 hartree
  L = 27.000 bohr: direct E -1.237720, formula -1.237720, B(L) 0.452322 hartree
Gas 2x2x2: BvK edge 16.2479 bohr, M = 0.885417, bound on B(L) 0.16117 hartree
  L = 8.124 bohr: direct E -0.206558, formula -0.206558, B(L) 0.120958 hartree
  L = 16.248 bohr: direct E -0.408012, formula -0.408012, B(L) 0.065614 hartree
  L = 32.496 bohr: direct E -1.396984, formula -1.396984, B(L) 0.027392 hartree
Gas: r_s 4.0 bohr, cell edge 8.1239 bohr, k_F 0.47979 1/bohr
Gas, infinite system: E per cell -0.229083 hartree = -6.2337 eV
Gas tail beyond 100 bohr: computed -9.7486e-05, law -9.9515e-05 hartree
Gas 4x4x4: BvK edge 32.4957 bohr, M = 0.922526
  L = 16.248 bohr: E -0.22328, L^2 part -0.04459 hartree
  L = 32.496 bohr: E -0.31574, L^2 part -0.17837 hartree
  L = 64.991 bohr: E -0.81923, L^2 part -0.71350 hartree
  L = 129.983 bohr: E -2.94100, L^2 part -2.85399 hartree
  L = 259.966 bohr: E -11.51679, L^2 part -11.41596 hartree
Infinite gas cut at 12 bohr: -0.221077 hartree
  Gas n = 4: E(12 bohr) -0.218517, E(half edge) -0.223278 hartree, error of latter -2.534 %
  Gas n = 8: E(12 bohr) -0.220957, E(half edge) -0.228770 hartree, error of latter -0.136 %
  Gas n = 16: E(12 bohr) -0.221053, E(half edge) -0.229088 hartree, error of latter +0.002 %
  Gas n = 32: E(12 bohr) -0.221080, E(half edge) -0.229093 hartree, error of latter +0.004 %
  Crystal n = 2: E(half edge) -0.5092515 hartree
  Crystal n = 4: E(half edge) -0.5087108 hartree
  Crystal n = 6: E(half edge) -0.5087065 hartree
  Crystal n = 8: E(half edge) -0.5087064 hartree
```
